Absorption of a normally incident wave by a thin conducting oxide sheet

**The question**

A flat conducting film stands in vacuum in the plane z = 0. A plane wave of angular frequency ω, polarized along x, meets it at normal incidence from the side z < 0. The film is much thinner than the wavelength and than the distance over which the field decays inside it, so the electric field is uniform through its thickness. It has no magnetic response. Its current per unit width is K = G E, where E is the field at the film and G is the sheet conductance. For a uniform film of conductivity σ and thickness d, G = σd, and the sheet resistance is R_s = 1/G when G is real.

Fields carry the time factor exp(−iωt), and k = ω/c. The algebra is in atomic units, with 4πε₀ = 1 and therefore μ₀ = 1/(ε₀c²) = 4π/c². The incident electric field has amplitude 1, the reflected field r and the transmitted field t.

**(a) Find r and t.**

The electric field is

E = exp(ikz) + r exp(−ikz) for z < 0,
E = t exp(ikz) for z > 0.

Faraday's law gives ∂E/∂z = −∂B/∂t = iωB for the component B along y. Hence a wave travelling towards +z has B = E/c, and one travelling towards −z has B = −E/c. Just in front of the film B = (1 − r)/c, and just behind it B = t/c.

Two conditions join the sides. Apply Faraday's law to a narrow loop that straddles the film. The magnetic flux through it vanishes with its width, so E is continuous:

1 + r = t.

The x component of Ampère's law is −∂B/∂z = μ₀J + (1/c²)∂E/∂t. Integrated across the film, the current density J gives K, while the vacuum displacement term vanishes with the thickness. Therefore

(1 − r)/c − t/c = μ₀K = (4π/c²) G t.

Multiply by c and define the dimensionless conductance x = 4πG/c:

1 − r − t = x t.

Substituting r = t − 1 gives 2 − 2t = xt, so

t = 2/(2 + x), r = t − 1 = −x/(2 + x).

The minus sign in r means that, for real x, the reflected field opposes the incident field at the film. In SI units the same steps give x = μ₀cG = Z₀G, where Z₀ = μ₀c = 376.730 ohm is the impedance of vacuum.

**(b) Find the absorbed fraction A, and confirm it from the Joule heat.**

All three waves travel in vacuum, so their powers are proportional to the squared amplitudes:

A = 1 − |r|² − |t|² = (|2 + x|² − |x|² − 4)/|2 + x|².

Since |2 + x|² = 4 + 4 Re x + |x|²,

A = 4 Re x/|2 + x|².

The heat produced per unit area, averaged over a cycle, is ½ Re(K*E) = ½ Re G |t|². The incident flux is ½EB/μ₀ = ½(1/c)(c²/4π) = c/(8π). Their ratio is

(4π Re G/c)|t|² = Re x |t|² = 4 Re x/|2 + x|²,

as before. The energy missing from the outgoing waves is the heat in the film.

**(c) Find the largest possible A and the sheet resistance at which it occurs. How sharp is the maximum?**

Write x = a + ib. A passive film cannot deliver energy, so a ≥ 0. Then

A = 4a/[(2 + a)² + b²] ≤ 4a/(2 + a)²,

because b² enlarges the denominator. Next,

1/2 − 4a/(2 + a)² = [(2 + a)² − 8a]/[2(2 + a)²] = (a − 2)²/[2(a + 2)²] ≥ 0.

Thus A ≤ 1/2, with equality only at a = 2 and b = 0. The conductance must be real, with 4πG/c = 2:

G = c/(2π) = 21.81 e²/ħ, R_s = 2π/c in atomic units.

In SI units Z₀G = 2, so

R_s = Z₀/2 = 376.730/2 = 188.4 ohm.

At this point r = −1/2 and t = 1/2: one quarter of the power is reflected, one quarter transmitted and one half absorbed. For small real x, A ≈ x, since little current flows. For large real x, A ≈ 4/x, since the current generates a reflected wave that nearly cancels the field at the film. The maximum lies between these regimes.

To find its width, put x = 2u with u real, so that u = (188.4 ohm)/R_s. Then

A = 2u/(1 + u)².

Replacing u by 1/u leaves A unchanged, so a film with twice the optimum resistance absorbs as much as one with half of it. The condition A = 0.45 gives 0.45(1 + u)² = 2u, or

u² − 2.444u + 1 = 0, u = 0.5195 or 1.925.

The absorbed fraction therefore exceeds 0.45 for sheet resistances from 97.9 to 362.6 ohm. The maximum is broad.

**(d) Explain the value one half by splitting the incident light into even and odd parts. What happens if the film is lit from both sides?**

Let equal waves of amplitude 1 arrive from both sides. By symmetry the outgoing amplitude on each side is r + t, so the absorbed fraction of the total incident power is 1 − |r + t|². From part (a),

r + t = (2 − x)/(2 + x).

This vanishes at x = 2, where the even wave is completely absorbed.

Now let the amplitudes be +1 from the left and −1 from the right. The field at the film is 1 + r − t = 0, by continuity of E. The odd wave has a node at the film, drives no current and loses no energy.

One-sided light of amplitude 1 is the sum of an even and an odd wave, each with incident amplitude of magnitude 1/2 on each side. Each part carries 2 × (1/2)² = 1/2 of the power. The odd part adds no field at the film, so the heat comes from the even part alone:

A = ½(1 − |r + t|²) ≤ 1/2.

This argument does not use the value of G; it needs a thin symmetric sheet with a linear in-plane electric response. The bound belongs to illumination from one side. Two coherent beams of equal amplitude, in phase at the film, can be absorbed completely at the same 188.4 ohm.

**(e) The film now separates lossless media of refractive indices n₁ (incident side) and n₂. How does the bound change?**

In a medium of index n, B = ±nE/c. The conditions of part (a) become

1 + r = t, n₁(1 − r) − n₂t = xt.

With r = t − 1 the second reads 2n₁ = (n₁ + n₂ + x)t. The Joule heat is unchanged in form, while the incident flux is n₁ times its vacuum value. Hence

A = Re x |t|²/n₁ = 4n₁ Re x/|n₁ + n₂ + x|².

As in part (c), an imaginary part of x lowers A. For real x write s = n₁ + n₂. Since (s + x)² − 4sx = (s − x)² ≥ 0,

A ≤ n₁/(n₁ + n₂), with equality at x = n₁ + n₂.

Take a thick substrate of index 2 and ignore its far face. The best sheet resistance is 376.730/3 = 125.6 ohm. The largest absorbed fraction is 1/3 for light arriving from vacuum and 2/3 for light arriving through the substrate, measured against the flux inside it. The second value exceeds one half. The limit equals one half only when n₁ = n₂, as for a film with vacuum on both sides.

**(f) An oxide film has carrier density n = 3.0×10²⁰ cm⁻³ and mobility μ = 30 cm²/Vs. Which thickness gives the greatest absorption at low frequency? Compare films of 10 and 100 nm.**

The conductivity is

σ = neμ = (3.0×10²⁰)(1.602×10⁻¹⁹)(30) = 1442 S/cm.

The required thickness is

d = 1/(σR_s) = 1/(1442 × 188.4) cm = 3.68×10⁻⁶ cm = 36.8 nm.

With the conductivity held fixed, a 10 nm film has R_s = 693.5 ohm, so x = 376.73/693.5 = 0.543 and

A = 4(0.543)/(2.543)² = 0.336.

It reflects 0.046 and transmits 0.619. A 100 nm film has R_s = 69.4 ohm and x = 5.43, which gives A = 0.393; it reflects 0.534 and transmits 0.072. The thin film wastes light mainly by transmission, the thick one by reflection.

**(g) At a photon energy of 0.004 eV, estimate the effects of carrier inertia, lattice polarization and finite thickness. Take an effective mass of 0.3 electron masses and a static lattice permittivity ε_L = 9.**

This part uses SI units. In the Drude model the drift velocity obeys m dv/dt = −eE − mv/τ. With the chosen time factor this gives

σ(ω) = σ/(1 − iωτ), τ = μm/e = 5.12 fs.

The product ωτ reaches 1 at the photon energy ħ/τ = 0.129 eV. At 0.004 eV it is 0.031.

The lattice carries a polarization current density −iωε₀(ε_L − 1)E. Multiplied by Z₀d, this adds −ikd(ε_L − 1) to x. Here kd = 7.46×10⁻⁴, so the term is −0.0060i. Altogether

x = 2/(1 − 0.0311i) − 0.0060i ≈ 1.998 + 0.056i.

For a ≈ 2 and small b, A ≈ 8/(16 + b²) ≈ 1/2 − b²/32. The loss of absorption is (0.056)²/32 ≈ 1×10⁻⁴.

Finite thickness can be treated without the sheet approximation. Inside the film the field is a sum of exp(iNkz) and exp(−iNkz), with

N² = ε_L + iσ(ω)/(ε₀ω).

Continuity of E and B at both faces gives four linear equations for the two inner amplitudes, r and t. Solved numerically for the 36.8 nm film, they give A = 0.4999, in agreement with the estimate. The field decay length 1/(k Im N) is 1330 nm, far greater than the thickness, so the field is nearly uniform as assumed.

The thickness has a small effect of its own, which can be found by the splitting of part (d). Take real σ, ε_L = 1 and x = 2, and place z = 0 at the middle of the film. The odd part of the field is i sin kz ≈ ikz near the film. It no longer vanishes throughout the conductor. The absorbed fraction is x times the mean of |E|² over the thickness, so the odd part adds

2k²⟨z²⟩ = 2k²d²/12 = (kd)²/6.

For the even part let q = Nk. The inner field is proportional to cos qz. With ρ the outgoing amplitude per unit incident amplitude at each face, matching E′/E at the left face gives

ik(1 − ρ)/(1 + ρ) = q tan(qd/2) ≈ q²d/2 + q⁴d³/24.

Here q² = k² + 2ik/d, because σ/(ε₀ω) = x/(kd). To first order in kd, q⁴ may be replaced by −4k²/d². Division by ik then gives

(1 − ρ)/(1 + ρ) ≈ 1 − ikd/2 + ikd/6 = 1 − ikd/3, so ρ ≈ ikd/6.

The even part, which carries half the power, loses ½|ρ|² = (kd)²/72 of absorption. Even and odd fields do not interfere in the total heat, because their product is odd in z. The sum is

A ≈ 1/2 + (1/6 − 1/72)(kd)² = 1/2 + 0.153(kd)².

A thin slab with ε_L = 1 can thus slightly exceed one half, and the bound of one half belongs to the sheet limit. Slabs that are not thin compared with the wavelength lie outside this expansion and can absorb much more. For the present kd and ε_L = 1 the excess is about 9×10⁻⁸. With ε_L = 9 and no inertia, the lattice term outweighs it and the slab falls short of one half by about 1.2×10⁻⁶. Both shifts are far below the loss from inertia.

**(h) Estimate the effect of the film's surfaces at 300 K, assuming a band bending of 0.5 eV at each face and diffuse surface scattering.**

If a layer of width w at each face is emptied of carriers, its charge density en bends the potential by V = enw²/(2ε_Lε₀). For V = 0.5 V,

w = √(2ε_Lε₀V/(en)) = 1.29 nm.

The conducting thickness falls from 36.8 to 34.2 nm, and the sheet resistance rises by 7.5 %. This is an upper estimate, because the carrier density falls gradually towards the face and some carriers remain in the layer. By Poisson's equation the missing charge per unit area is √(2ε_Lε₀∫ρ dφ), where ρ is the space-charge density and the potential φ runs from 0 to V. Since ρ ≤ en, this is at most enw, provided the potential changes monotonically from the interior to the face. The estimate is rough, because w is smaller than both the mean donor spacing n^(−1/3) = 1.5 nm and the Fermi wavelength of 3.0 nm. For a much smaller band bending the bound can fail, since the electron waves vanish at the face and leave a depleted skin of their own.

For surface scattering, the free-electron wavenumber k_F = (3π²n)^(1/3) gives a Fermi energy ħ²k_F²/(2m) = 0.545 eV. This is 21 times kT, so the carriers are strongly degenerate and those at the Fermi surface carry the current. Their mean free path is l = (ħk_F/m)τ = 4.09 nm.

Consider an electron whose direction makes an angle with cosine v to the film normal. If it left a face with no drift, then at distance z from that face it has regained the fraction 1 − exp(−z/(lv)) of its bulk drift. For l much smaller than d, the average over z is 1 − lv/d. The weight of each direction in the in-plane conductivity is (3/2)(1 − v²), normalized over 0 < v < 1. Therefore

σ_film/σ = 1 − (3l/2d)∫₀¹ v(1 − v²)dv = 1 − 3l/(8d).

The integral is 1/2 − 1/4 = 1/4. With d = 36.8 nm the reduction is 0.042, and the resistance rises by 4.3 %.

Treating the two effects as independent factors gives R_s = 188.4 × 1.075 × 1.043 ≈ 211 ohm. Then u = 188.4/211 = 0.89 and A = 2u/(1 + u)² = 0.498. This rise of about 12 % in resistance costs less than 0.002 in absorbed fraction, because A is stationary at the optimum.

**(i) Does the 36.8 nm film still absorb half at 0.5 eV? Take a lattice permittivity of 4 there.**

Now ωτ = 0.5/0.129 = 3.9, and kd = 0.093. The two contributions to x are

2/(1 − 3.9i) ≈ 0.12 + 0.48i, and −i(0.093)(3) = −0.28i.

Thus x ≈ 0.12 + 0.20i, and the sheet formula gives A ≈ 0.11. The numerical slab solution of part (g) gives 0.110. If τ is set to zero while the dc conductivity, thickness and lattice permittivity are held fixed, the slab solution gives 0.498. In this model carrier inertia causes the drop: the carriers cannot follow the field, and the dissipative part of their current becomes small. The dc sheet resistance predicts the absorption when ωτ is small, the film is electrically thin and the lattice term in x is negligible.

**(j) How do these numbers relate to real films?**

The carrier density, mobility, mass and permittivities are round values in the regime of tin-doped indium oxide, a transparent conductor; they are rough typical values, not data for one sample. The band bending is an assumed value. The result of part (c) also assumes that the film stands free, and a support changes it. On a thick substrate of index 2 whose far face returns no light, the same film with x = 2 absorbs 8/25 = 0.32 of light arriving from vacuum, instead of 0.50. In a lossless substrate with parallel faces, interference with light reflected at the far face moves this value between 0.16 and 0.50, depending on the substrate thickness, when the light meets the film first. When the light enters through the substrate instead, the range is 0.50 to 0.65. Among the effects estimated here for the 0.004 eV wave, this can be the largest. It vanishes, however, when the lossless substrate is a whole number of half wavelengths thick, measured inside it, because E and B are then the same at both of its faces, apart from a possible common change of sign. At normal incidence, the conditions of part (c) are closely approached by an electrically thin membrane with vacuum or air on both sides, a sheet resistance near 188 ohm, a negligible lattice term in x, and a photon energy well below ħ/τ.

Numbers in the example were calculated in double precision.
